# Why the Tauc plot is straight: two derivations and their assumptions: verification in Python

```python
# Result under test: for uncorrelated parabolic band edges and a constant
# mean square momentum matrix element, in Hartree atomic units,
#   n * alpha * w = p^2 * Omega * (mc*mv)^(3/2) * (w - Eg)^2 / (2 pi c),
# so sqrt(alpha*w) is linear in w when the refractive index n is constant.
# w: photon energy, alpha: absorption coefficient, Eg: gap, mc and mv: masses,
# p: on-site interband momentum along the polarization, Omega: site volume,
# c: speed of light. Densities of states are per volume and per spin.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.special import beta

pi = np.pi
c_light = 1 / const.fine_structure
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
bohr_cm = const.physical_constants["Bohr radius"][0] * 100

mc, mv, gap = 0.5, 1.0, 0.12
p_site, site_volume, index = 0.5, 200.0, 2.0

# Golden-rule prefactor: quantum oscillator on a grid against a classical one
w0, density, damping = 0.3, 0.001, 0.05
x = np.linspace(-14, 14, 561)
h = x[1] - x[0]
off = np.full(len(x) - 1, -0.5 / h**2)
ham = np.diag(1 / h**2 + 0.5 * w0**2 * x**2) + np.diag(off, 1) + np.diag(off, -1)
energy, states = np.linalg.eigh(ham)
transition = energy[1] - energy[0]
p01 = abs(states[:, 0] @ np.gradient(states[:, 1], h))
x01 = abs(states[:, 0] @ (x * states[:, 1]))
quantum_weight = transition * 4 * pi**2 * density * p01**2 / transition**2


def lorentz_integrand(w):
    eps = 1 + 4 * pi * density / (w0**2 - w**2 - 1j * damping * w)
    return w * eps.imag


classical_weight = (quad(lorentz_integrand, 0, 1, points=[w0], limit=200)[0]
                    + quad(lorentz_integrand, 1, np.inf)[0])
# tolerance: second-order finite differences
assert abs(quantum_weight / classical_weight - 1) < 2e-3
assert abs(p01 / (transition * x01) - 1) < 2e-3


# Discrete levels of a periodic box with a quarter-step wavevector offset
def box_levels(mass, length, e_max):
    n_max = int(np.sqrt(2 * mass * e_max) * length / (2 * pi)) + 2
    k = 2 * pi * (np.arange(-n_max, n_max + 1) + 0.25) / length
    e1 = k**2 / (2 * mass)
    e3 = e1[:, None, None] + e1[None, :, None] + e1[None, None, :]
    return np.sort(e3[e3 < e_max])


rng = np.random.default_rng(7)
n_sites = 4096
volume = n_sites * site_volume
length = volume ** (1 / 3)
w_top = 0.1
e_c = box_levels(mc, length, w_top)
e_v = box_levels(mv, length, w_top)


def random_phase_states(count):
    phase = rng.uniform(0, 2 * pi, (count, n_sites))
    return np.exp(1j * phase) / np.sqrt(n_sites)


overlap = random_phase_states(len(e_c)).conj() @ random_phase_states(len(e_v)).T
p_squared = p_site**2 * np.abs(overlap)**2
mean_scaled = p_squared.mean() * volume / (p_site**2 * site_volume)
assert abs(mean_scaled - 1) < 0.01  # sampling noise
pair_energy = e_c[:, None] + e_v[None, :]


def summed_strength(excess):
    return 4 * pi**2 / volume * 2 * p_squared[pair_energy < excess].sum()


def law_strength(excess):
    return p_site**2 * site_volume * (mc * mv)**1.5 * excess**3 / (6 * pi)


strength_full, strength_half = summed_strength(w_top), summed_strength(w_top / 2)
# tolerances: sampling noise and a finite number of levels
assert abs(strength_full / law_strength(w_top) - 1) < 0.02
assert abs(strength_half / law_strength(w_top / 2) - 1) < 0.04
exponent_random = np.log2(strength_full / strength_half) - 1
assert abs(exponent_random - 2) < 0.06

# Contrast: vertical pairs only, counted in a larger box
reduced_mass = mc * mv / (mc + mv)
big_length = 4 * length
vertical = box_levels(reduced_mass, big_length, w_top)
count_half = np.sum(vertical < w_top / 2)
count_law = big_length**3 * (2 * reduced_mass * w_top)**1.5 / (6 * pi**2)
assert abs(len(vertical) / count_law - 1) < 0.02
exponent_vertical = np.log2(len(vertical) / count_half) - 1
assert abs(exponent_vertical - 0.5) < 0.05

# General edge exponents
for a, b in [(0.5, 0.5), (1.0, 0.5), (1.0, 1.0), (0.0, 0.0)]:
    direct = quad(lambda t: t**a * (0.04 - t)**b, 0, 0.04)[0]
    assert abs(direct / (0.04**(a + b + 1) * beta(a + 1, b + 1)) - 1) < 1e-6
half_integral = quad(lambda t: np.sqrt(t * (1 - t)), 0, 1)[0]
assert abs(half_integral - pi / 8) < 1e-7


# Spectrum by numerical convolution of the two densities of states
def edge_dos(mass, distance):
    return (2 * mass)**1.5 * np.sqrt(max(distance, 0.0)) / (4 * pi**2)


def joint_dos(w):
    return quad(lambda e: edge_dos(mv, -e) * edge_dos(mc, e + w - gap),
                gap - w, 0, epsabs=0, epsrel=1e-8)[0]


def epsilon2(w):
    return 8 * pi**2 * p_site**2 * site_volume * joint_dos(w) / w**2


def line_fit(w, y):
    slope, offset = np.polyfit(w, y, 1)
    return slope, -offset / slope


window = np.linspace(0.14, 0.18, 41)
eps2 = np.array([epsilon2(w) for w in window])
alpha = window * eps2 / (index * c_light)
exact_root = np.sqrt(index**2 + 1j * eps2)
alpha_wave = 2 * window * exact_root.imag / c_light
# tolerance: the index shifts slightly at second order in epsilon2
index_error = np.max(np.abs(alpha_wave / alpha - 1))
assert index_error < 2e-3
slope, fitted_gap = line_fit(window, np.sqrt(alpha * window))
b_law = p_site**2 * site_volume * (mc * mv)**1.5 / (2 * pi * index * c_light)
assert abs(fitted_gap - gap) < 1e-6
assert abs(slope**2 / b_law - 1) < 1e-5

# Constant dipole element: momentum element proportional to photon energy
center, variance = window.mean(), window.var()
alpha_dipole = alpha * (window / center)**2
gap_dipole = line_fit(window, np.sqrt(alpha_dipole * window))[1]
gap_dipole_law = (center**2 - variance) / (2 * center - gap)
assert abs(gap_dipole - gap_dipole_law) < 1e-6

# Dispersive index with the same static value
resonance = 0.4


def index_of(w):
    return np.sqrt(1 + (index**2 - 1) / (1 - (w / resonance)**2))


alpha_disp = window * eps2 / (index_of(window) * c_light)
gap_disp = line_fit(window, np.sqrt(alpha_disp * window))[1]
index_slope = (index_of(center + 1e-4) - index_of(center - 1e-4)) / 2e-4
shift_estimate = -(center - gap)**2 * index_slope / (2 * index_of(center))
# tolerance: the estimate is first order in the index slope
assert abs((gap_disp - gap) / shift_estimate - 1) < 0.2

print(f"conduction mass, valence mass (electron masses): {mc}, {mv}")
print(f"gap: {gap} hartree = {gap * hartree_ev:.3f} eV")
print(f"on-site momentum p: {p_site} a.u.; site volume: {site_volume} bohr^3")
print(f"constant refractive index: {index}; speed of light: {c_light:.3f} a.u.")
print(f"oscillator energy, density, damping: {w0}, {density}, {damping} a.u.")
print(f"oscillator sum weight, golden rule: {quantum_weight:.6f} a.u.")
print(f"oscillator sum weight, classical: {classical_weight:.6f} a.u.")
print(f"oscillator |p01|/(w|x01|): {p01 / (transition * x01):.5f}")
print(f"box: {n_sites} sites, edge {length:.2f} bohr")
print(f"box levels up to {w_top} hartree: {len(e_c)} cond., {len(e_v)} val.")
print(f"mean |p_cv|^2 * V/(p^2 Omega): {mean_scaled:.4f}")
print(f"summed strength to {w_top} hartree: {strength_full:.5e} a.u.")
print(f"law for that strength: {law_strength(w_top):.5e} a.u.")
print(f"summed strength to {w_top / 2} hartree: {strength_half:.5e} a.u.")
print(f"law for that strength: {law_strength(w_top / 2):.5e} a.u.")
print(f"exponent of w^2 eps2, random phases: {exponent_random:.3f}")
print(f"exponent of w^2 eps2, vertical pairs: {exponent_vertical:.3f}")
print(f"integral of sqrt(t(1-t)) from 0 to 1: {half_integral:.6f}")
for i in (0, 20, 40):
    w = window[i]
    print(f"w = {w:.2f} hartree: joint DOS {joint_dos(w):.4e} a.u.")
    print(f"  eps2 = {eps2[i]:.5f}, alpha = {alpha[i]:.4e} 1/bohr")
    print(f"  alpha = {alpha[i] / bohr_cm:.4e} 1/cm")
    print(f"  sqrt(alpha*w) = {np.sqrt(alpha[i] * w):.5e} a.u.")
print(f"largest relative error of alpha from fixed index: {index_error:.1e}")
print(f"fit window: {window[0]:.2f} to {window[-1]:.2f} hartree, 41 points")
print(f"fitted slope: {slope:.6f} a.u.; squared: {slope**2:.6e} a.u.")
print(f"B from the law: {b_law:.6e} a.u.")
print(f"fitted gap: {fitted_gap:.6f} hartree = {fitted_gap * hartree_ev:.3f} eV")
print(f"window variance: {variance:.4e} hartree^2")
print(f"fitted gap, constant dipole: {gap_dipole:.6f} hartree")
print(f"  error: {(gap_dipole - gap) * hartree_ev:.3f} eV")
print(f"index resonance: {resonance} hartree")
print(f"dispersive index at window ends: {index_of(window[0]):.4f}, "
      f"{index_of(window[-1]):.4f}")
print(f"index and its slope at center: {index_of(center):.4f}, "
      f"{index_slope:.4f} 1/hartree")
print(f"fitted gap, dispersive index: {gap_disp:.6f} hartree")
print(f"  shift: {gap_disp - gap:.3e} hartree, estimate {shift_estimate:.3e}")
print(f"  shift: {(gap_disp - gap) * hartree_ev:.4f} eV")
print("done: every assertion held")
```

Printed output:

```
conduction mass, valence mass (electron masses): 0.5, 1.0
gap: 0.12 hartree = 3.265 eV
on-site momentum p: 0.5 a.u.; site volume: 200.0 bohr^3
constant refractive index: 2.0; speed of light: 137.036 a.u.
oscillator energy, density, damping: 0.3, 0.001, 0.05 a.u.
oscillator sum weight, golden rule: 0.019736 a.u.
oscillator sum weight, classical: 0.019739 a.u.
oscillator |p01|/(w|x01|): 1.00000
box: 4096 sites, edge 93.57 bohr
box levels up to 0.1 hartree: 431 cond., 1244 val.
mean |p_cv|^2 * V/(p^2 Omega): 0.9990
summed strength to 0.1 hartree: 9.36165e-04 a.u.
law for that strength: 9.37829e-04 a.u.
summed strength to 0.05 hartree: 1.20340e-04 a.u.
law for that strength: 1.17229e-04 a.u.
exponent of w^2 eps2, random phases: 1.960
exponent of w^2 eps2, vertical pairs: 0.501
integral of sqrt(t(1-t)) from 0 to 1: 0.392699
w = 0.14 hartree: joint DOS 2.8507e-07 a.u.
  eps2 = 0.05742, alpha = 2.9330e-05 1/bohr
  alpha = 5.5426e+03 1/cm
  sqrt(alpha*w) = 2.02638e-03 a.u.
w = 0.16 hartree: joint DOS 1.1403e-06 a.u.
  eps2 = 0.17584, alpha = 1.0266e-04 1/bohr
  alpha = 1.9399e+04 1/cm
  sqrt(alpha*w) = 4.05275e-03 a.u.
w = 0.18 hartree: joint DOS 2.5656e-06 a.u.
  eps2 = 0.31261, alpha = 2.0531e-04 1/bohr
  alpha = 3.8798e+04 1/cm
  sqrt(alpha*w) = 6.07913e-03 a.u.
largest relative error of alpha from fixed index: 7.6e-04
fit window: 0.14 to 0.18 hartree, 41 points
fitted slope: 0.101319 a.u.; squared: 1.026551e-02 a.u.
B from the law: 1.026551e-02 a.u.
fitted gap: 0.120000 hartree = 3.265 eV
window variance: 1.4000e-04 hartree^2
fitted gap, constant dipole: 0.127300 hartree
  error: 0.199 eV
index resonance: 0.4 hartree
dispersive index at window ends: 2.1021, 2.1821
index and its slope at center: 2.1381, 1.9886 1/hartree
fitted gap, dispersive index: 0.119297 hartree
  shift: -7.031e-04 hartree, estimate -7.440e-04
  shift: -0.0191 eV
done: every assertion held
```
